# Depletion capacitance equals permittivity over width for any doping profile

## What dimensions and scaling fix

A metal fills $x<0$ and an n-type semiconductor fills $x>0$. Next to the metal is a layer of width $W$ emptied of electrons, in which the ionized donors, of net density $N(x)$, leave a charge density $qN(x)$, with $q>0$ the elementary charge. Let $Q$ be the charge of this layer per unit area and $\psi$ the potential drop across it. The small-signal capacitance per area is

$$C=\frac{dQ}{d\psi}.$$

In SI units $C$ is in F/m² and the permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ in F/m, so $C$ is $\varepsilon$ divided by a length.

Poisson's equation is linear in the charge. Multiply the whole profile by a constant $\lambda$ and compare layers of the same width: $Q(W)$ and $\psi(W)$ are both multiplied by $\lambda$, and $dQ/d\psi$ is unchanged. The overall doping level therefore cannot appear once $W$ is given, and

$$C=\frac{\varepsilon}{W}\,g,$$

where the number $g$ can depend only on the shape of the profile. The ratio $Q/\psi$ passes the same argument, so scaling alone does not determine $g$. The claim to be proved is that $g=1$ for every shape, provided the density is positive around the edge.

The depletion approximation consists of two statements: the charge density is $qN(x)$ for $0<x<W$ and zero for $x>W$, and the field vanishes for $x\ge W$. I also take the problem as one-dimensional, $\varepsilon$ as uniform, and the dopant and interface charges as fixed during the signal.

## First case: uniform doping

Gauss's law reads $dE/dx=qN/\varepsilon$ inside the layer, with $E(W)=0$. Integrating from $x$ to $W$,

$$0-E(x)=\frac{qN}{\varepsilon}(W-x).$$

The field points towards the metal, so I use its magnitude $F=-E$:

$$F(x)=\frac{qN}{\varepsilon}(W-x).$$

With $E=-d\phi/dx$ we have $F=d\phi/dx$, and the drop is

$$\psi=\phi(W)-\phi(0)=\int_0^W F\,dx=\frac{qNW^2}{2\varepsilon}.$$

The charge is $Q=qNW$; the metal carries $-Q$. A reverse bias $V_R$ raises the semiconductor relative to the metal, so $\psi=V_{bi}+V_R$. The built-in potential $V_{bi}$ is constant in this approximation, and $d\psi=dV_R$. Both $Q$ and $\psi$ grow with reverse bias, which makes $C$ positive.

Differentiating with respect to $W$,

$$\frac{dQ}{dW}=qN,\qquad \frac{d\psi}{dW}=\frac{qNW}{\varepsilon},\qquad C=\frac{qN}{qNW/\varepsilon}=\frac{\varepsilon}{W}.$$

So $g=1$ here. The other ratio is

$$\frac{Q}{\psi}=\frac{qNW}{qNW^2/2\varepsilon}=\frac{2\varepsilon}{W},$$

twice as large. The stored charge is spread through the layer at a mean distance $W/2$ from the metal, while the charge added by a small signal appears at distance $W$.

In Gaussian units Gauss's law carries a factor $4\pi$, and the same steps give $C=\varepsilon_r/(4\pi W)$. I stay with SI.

## Second stage: any continuous profile

Let $N$ now depend on $x$. The same integration of Gauss's law gives

$$F(x)=\frac{q}{\varepsilon}\int_x^W N(x')\,dx',\qquad Q=\varepsilon F(0)=q\int_0^W N(x)\,dx.$$

The drop is a double integral,

$$\psi=\frac{q}{\varepsilon}\int_0^W dx\int_x^W dx'\,N(x').$$

The region of integration is the triangle $0<x<x'<W$. Doing the $x$ integral first, at fixed $x'$, gives a factor $\int_0^{x'}dx=x'$. Hence

$$\psi=\frac{q}{\varepsilon}\int_0^W x\,N(x)\,dx.$$

A charge contributes to the drop in proportion to its distance from the metal, because it produces field only between the metal and itself.

If $N$ is continuous at $W$, the derivative of each integral with respect to its upper limit is the integrand there:

$$\frac{dQ}{dW}=qN(W),\qquad \frac{d\psi}{dW}=\frac{q}{\varepsilon}WN(W).$$

Since $W>0$ and $N(W)>0$, $d\psi/dW$ is nonzero. Then $W$ is locally a differentiable function of $\psi$, and the chain rule gives

$$C=\frac{dQ/dW}{d\psi/dW}=\frac{qN(W)}{qWN(W)/\varepsilon}=\frac{\varepsilon}{W}.$$

The doping at the edge cancels, and the doping inside never enters. The field shows why. When the edge moves by $\delta W$, the field at every $x<W$ changes by the same amount,

$$\delta F=\frac{qN(W)\,\delta W}{\varepsilon}.$$

A uniform change of field over a length $W$ is that of a parallel-plate capacitor with plate spacing $W$. The fixed charge between the plates shapes the static field but does not take part in the change.

**Trial on power laws.** Take $N=ax^m$ with $a>0$ and $m>-1$. Then

$$Q=\frac{qaW^{m+1}}{m+1},\qquad \psi=\frac{qaW^{m+2}}{\varepsilon(m+2)},\qquad \frac{Q}{\psi}=\frac{m+2}{m+1}\,\frac{\varepsilon}{W}.$$

Differentiation gives $dQ/dW=qaW^m$ and $d\psi/dW=qaW^{m+1}/\varepsilon$, so $C=\varepsilon/W$ for every $m$, whereas $Q/\psi$ depends on $m$. At $m=0$ the factor 2 returns. As $m\to\infty$ the stored charge crowds towards the edge and $Q/\psi$ approaches $C$, as it should when stored and added charge sit in the same place.

**Trial with negative charge inside.** The derivation used the sign of $N$ at the edge only. Suppose a thin acceptor sheet of density $S$ per area lies at $x=s<W$ in uniform n-type material, and is itself free of holes. Then

$$Q=q(NW-S),\qquad \psi=\frac{q}{\varepsilon}\left(\frac{NW^2}{2}-Ss\right).$$

The terms with $S$ are constants, and $C=\varepsilon/W$ again. At $W=S/N$ the net charge $Q$ is zero while $C$ is not. The sheet does change the width belonging to a given voltage.

As a numerical trial, layers of thin charged cells were integrated twice, and $\Delta Q/\Delta\psi$ was taken between edges 0.3 nm on either side of 300 nm. Divided by $\varepsilon/W$, it was 1.000000 for the uniform, linear and p-layer profiles and 0.999995 for an oscillating one.

## Third stage: profiles with jumps

An abrupt epitaxial step may lie at the edge itself, where $N(W)$ has no single value. Derivatives can be avoided. Let $N$ be integrable and positive in a neighbourhood of the edge, and take two edge positions $W<W'$ in that neighbourhood. Subtracting the integrals for $Q$ and $\psi$,

$$\Delta Q=q\int_W^{W'}N\,dx,\qquad \varepsilon\,\Delta\psi=q\int_W^{W'}xN\,dx.$$

In the second integral $W\le x\le W'$ and $N>0$, so

$$W\,\Delta Q\le\varepsilon\,\Delta\psi\le W'\,\Delta Q.$$

Both $\Delta Q$ and $\Delta\psi$ are positive. Dividing and inverting,

$$\frac{\varepsilon}{W'}\le\frac{\Delta Q}{\Delta\psi}\le\frac{\varepsilon}{W}.$$

Because $N>0$, $\psi$ is a continuous and strictly increasing function of the edge position here, so its inverse is continuous too: $\Delta\psi\to0$ forces $W'\to W$. The bounds close on $\varepsilon/W$. Holding $W'$ fixed and letting $W$ approach it from below gives the same value for a decreasing voltage. The derivative therefore exists and equals $\varepsilon/W$, with no continuity assumed.

**Trial on a step.** Let the doping rise fivefold at 300 nm, with the edge there. The same secant as before gives 0.999667 of $\varepsilon/W$. This small difference can be calculated. The 0.3 nm intervals inside and outside the step have centres at $-0.15$ and $+0.15$ nm from it and weights 1 and 5, so the added charge has its centroid at

$$300+\frac{-0.15+5(0.15)}{6}=300.10\ \text{nm},$$

and $300/300.10=0.99967$. It is the finite size of the signal, and vanishes with it. What does jump at such a step is the slope of $C$ against voltage, because $dW/d\psi=\varepsilon/(qWN)$ has different values on the two sides.

## Where positivity is needed

Suppose $N=0$ between $W_1$ and $W_2$ and is positive outside. Moving the edge through the gap changes neither $Q$ nor $\psi$. At that one value of $\psi$ the edge is not determined; a slightly smaller drop puts it just below $W_1$, a slightly larger one just above $W_2$. The squeeze, applied on each side separately, gives

$$C_-=\frac{\varepsilon}{W_1},\qquad C_+=\frac{\varepsilon}{W_2}.$$

For a gap from 150 to 250 nm in silicon doped at $2\times10^{16}$ cm⁻³, the jump occurs at 0.348 V, and secants over 0.3 nm give 69.1 nF/cm² below and 41.4 nF/cm² above. Their ratio is close to $250/150$. There is no single small-signal capacitance at that voltage within the depletion approximation. The jump belongs to that approximation: with Boltzmann electrons at 300 K, where the Debye length of the doped material is 29 nm, the same structure has a capacitance that falls smoothly, through about 70, 62 and 55 nF/cm² at drops of 0.30, 0.348 and 0.40 V.

## Reading the doping from the capacitance

Where $N$ is continuous at the edge, $1/C^2=W^2/\varepsilon^2$, and

$$\frac{d}{d\psi}\frac{1}{C^2}=\frac{2W}{\varepsilon^2}\frac{dW}{d\psi}=\frac{2W}{\varepsilon^2}\,\frac{\varepsilon}{qWN(W)}=\frac{2}{q\varepsilon N(W)}.$$

Within the depletion approximation, the capacitance gives the position of the edge, and the slope of $1/C^2$ gives the doping there. In a real layer the electrons do not end sharply, which blurs the reading over a few Debye lengths; a profile that changes appreciably within that distance is not returned exactly. For uniform doping the slope is constant and $1/C^2$ is a straight line in voltage.

## Fourth stage: electrons that do not end at a sharp edge

At finite temperature the electron density $n(x)$ falls smoothly. The charge density is then $q(N-n)$. Deep in the semiconductor it vanishes, and so does the field. From $\varepsilon\phi''=-q(N-n)$, integration by parts gives

$$q\int_0^\infty x(N-n)\,dx=-\varepsilon\big[x\phi'\big]_0^\infty+\varepsilon\int_0^\infty\phi'\,dx=\varepsilon\psi,$$

since the bracket is zero at both ends. Here $\psi$ is the drop from the deep bulk to the metal. A signal changes $n$ by $\delta n$ and leaves $N$ fixed:

$$\delta Q=-q\int_0^\infty\delta n\,dx,\qquad \delta\psi=-\frac{q}{\varepsilon}\int_0^\infty x\,\delta n\,dx.$$

Therefore

$$C=\frac{\varepsilon}{\bar x},\qquad \bar x=\frac{\int x\,\delta n\,dx}{\int\delta n\,dx}.$$

The depletion approximation replaces the distribution $\delta n$ by a sheet at $W$. As a fraction of $\varepsilon/W$, the difference $C-\varepsilon/W$ is $(W-\bar x)/\bar x$.

**Trial on uniform doping.** For Boltzmann electrons let $v\le0$ be the potential measured from the bulk and $V_t=kT/q$, so that $n=Ne^{v/V_t}$ and

$$v''=-\frac{qN}{\varepsilon}\left(1-e^{v/V_t}\right).$$

Multiply by $v'$ and integrate from the bulk, where $v=v'=0$:

$$\tfrac12v'^2=-\frac{qN}{\varepsilon}\left(v-V_te^{v/V_t}+V_t\right).$$

At the metal $v=-\psi$ and $Q=\varepsilon v'$, so

$$Q^2=2\varepsilon qN\left(\psi-V_t+V_te^{-\psi/V_t}\right).$$

For $\psi\gg V_t$ the exponential is negligible. Differentiating $Q^2$ gives $2QC=2\varepsilon qN$, and

$$C=\frac{\varepsilon qN}{Q}=\frac{\varepsilon}{\sqrt{2\varepsilon(\psi-V_t)/qN}}=\frac{\varepsilon}{\sqrt{W^2-2L_D^2}},\qquad L_D^2=\frac{\varepsilon V_t}{qN},$$

where $W^2=2\varepsilon\psi/qN$ is the depletion value. To leading order $C$ exceeds $\varepsilon/W$ by the fraction $L_D^2/W^2$. As $T\to0$ at fixed $\psi$, the Debye length $L_D$ vanishes and $\varepsilon/W$ is recovered.

## A silicide contact on silicon with an implanted bump

The parameters are rough values for a nickel-silicide-like contact on n-type silicon at 300 K: barrier 0.67 eV, $\varepsilon_r=11.7$, conduction-band density of states $N_c=2.8\times10^{19}$ cm⁻³. The doping is a background of $10^{16}$ cm⁻³ plus a Gaussian bump of height $4\times10^{16}$ cm⁻³, centred at 150 nm with standard deviation 60 nm. With $V_t=25.85$ mV, the built-in potential referred to the deep bulk is

$$V_{bi}=0.67-0.02585\ln\frac{2.8\times10^{19}}{10^{16}}=0.465\ \text{V}.$$

At 5 V reverse bias the width can be found by hand. Here $\varepsilon=1.036\times10^{-12}$ F/cm and $q/\varepsilon=1.547\times10^{-7}$ V cm. The bump is fully depleted. Neglecting the small part of the Gaussian cut off at the metal, its dose is $\sqrt{2\pi}\,(60\ \text{nm})(4\times10^{16}\ \text{cm}^{-3})=6.02\times10^{11}$ cm⁻², at a mean depth of 150 nm. It takes up

$$(1.547\times10^{-7})(6.02\times10^{11})(1.5\times10^{-5})=1.40\ \text{V}.$$

The remaining $5.465-1.40=4.07$ V falls across the background charge:

$$W=\sqrt{\frac{2(4.07)}{(1.547\times10^{-7})(10^{16})}}\ \text{cm}=725\ \text{nm},\qquad \frac{\varepsilon}{W}=14.3\ \text{nF/cm}^2.$$

At the four biases, with capacitances in nF/cm²:

| $V_R$ (V) | $W$ (nm) | $\varepsilon/W$ | $Q/\psi$ | $C$, electrons |
|---|---|---|---|---|
| 0 | 133 | 78.0 | 124.9 | 77.5 |
| 1 | 218 | 47.6 | 80.7 | 46.1 |
| 2 | 372 | 27.9 | 63.0 | 28.1 |
| 5 | 725 | 14.3 | 38.8 | 14.3 |

The derivative $dQ/d\psi$, taken numerically from the depletion integrals, agrees with $\varepsilon/W$ to all printed digits, although the edge lies near the top of the bump at 0 V, on its falling side at 1 V and in the background at 2 and 5 V. The slope of $1/C^2$, taken from the same depletion integrals, returns the doping at the edge: $4.84\times10^{16}$, $3.12\times10^{16}$, $1.00\times10^{16}$ and $1.00\times10^{16}$ cm⁻³. With electrons at 300 K the reading is blurred: the slope taken from the capacitance of the last column gives $4.50\times10^{16}$, $2.82\times10^{16}$, $1.05\times10^{16}$ and $1.00\times10^{16}$ cm⁻³, which is 7 and 9 per cent below $N(W)$ at 0 and 1 V and 5 per cent above it at 2 V.

The last column solves Poisson's equation with Boltzmann electrons at the same total drop. Relative to $\varepsilon/W$ the differences are $-0.5$, $-3.1$, $+0.9$ and $+0.3$ per cent. On the bump these figures depend on how the drops are matched. Here $\psi$ is referred to the deep bulk, whereas neutral material with the doping of the edge lies higher by $V_t\ln\left[N(W)/10^{16}\ \text{cm}^{-3}\right]$, about 41 mV at 0 V and 29 mV at 1 V; if this is added to the drop that fixes $W$, the first two differences become $+2.5$ and $-1.9$ per cent. At 5 V the uniform-doping correction can be used, because the bump is empty of electrons and adds the same fixed moment to $\psi$ in both descriptions. It gives $(40.9/725)^2=0.3$ per cent, as computed. At 2 V, where the edge is closer to the bump, the same estimate gives 1.2 per cent, against the computed 0.9.

Of the four biases, 1 V shows the largest difference, with the edge on the slope of the bump. There the centroid of the removed electrons is at 224.7 nm, 7 nm beyond $W$, and their standard deviation is 38 nm. With $kT/q$ reduced sixteenfold at the same drop, the difference shrinks to $-0.2$ per cent and the standard deviation to 8 nm. The discrepancy is thus thermal; its sign and size on a slope are computed here, not derived.

## Against a real diode

The barrier and background doping are rough values, and the bump was chosen to make the edge cross a strong gradient. A real diode breaks the assumption of a sharp edge, which moves $C$ by up to 3 per cent at the biases computed. It also has a perimeter: if the sideways spread of the depletion layer around a disc of radius $a$ is taken as $W$, the added area fraction is about $2W/a$, or 1.5 per cent for $a=100$ µm at 5 V. This gives only the order of magnitude of the added capacitance, which depends on the actual spread and on charge at the free surface. Traps that follow the signal add charge away from $W$ and invalidate the formula by an amount that depends on their density, which is not modelled here.

The other estimates, made with rough silicon parameters, leave the electrostatics in place. At 5 V the peak field is 0.2 MV/cm and the ionization integral 0.015, so avalanche multiplication is slight. Image-force lowering of 50 meV and tunnelling, which contributes a further factor of order one, raise the leakage to several tenths of a mA/cm², but the carriers in transit amount to less than $10^{-7}$ of the background doping. At 0 V and 1 MHz the leakage conductance, estimated with the full 0.67 eV barrier and no image-force lowering, is 0.4 per cent of $\omega C$; the lowering at that bias, about 26 meV, raises it to about 1.2 per cent. The peak doping is 0.2 per cent of $N_c$, so Boltzmann statistics are adequate; about 2 per cent of the donors at the peak would be neutral in undepleted material. The dielectric relaxation time, 0.5 ps, is far below the signal period, so dielectric relaxation does not keep the electrons at the edge from following the signal; series resistance of the wafer and contacts is not included. The numerical output lists the individual estimates; its tunnelling gain is only the exponential factor of the thermal-field emission formula, without the prefactor, and serves as an order of magnitude.

## Values computed for the example and the checks

```
Secant dQ/dpsi over eps/W, edge at 300 nm:
  uniform         1.000000
  linear          1.000000
  oscillating     0.999995
  step at edge    0.999667
  p-layer inside  1.000000
Undoped gap 150-250 nm, doping 2e16 cm^-3 elsewhere:
  drop at the jump 0.3480 V
  C below, above: 69.13, 41.41 nF/cm2
Contact: barrier 0.67 eV, eps_r 11.7, T 300 K
  Nc 2.8e+19 cm^-3, kT/q 25.852 mV
  background 1.0e+16, bump 4.0e+16 cm^-3
  bump centre 150 nm, std dev 60 nm
  built-in potential 0.4648 V
Reverse bias 0 V: drop 0.4648 V, W 132.87 nm
  eps/W 77.967, dQ/dpsi 77.967, Q/psi 124.894 nF/cm2
  N(W) 4.840e+16, from slope 4.840e+16 cm^-3
  with electrons: C 77.546 nF/cm2 (-0.54 % from eps/W)
  centroid 133.6, spread 27.3, Debye length 18.6 nm
Reverse bias 1 V: drop 1.4648 V, W 217.73 nm
  eps/W 47.580, dQ/dpsi 47.580, Q/psi 80.686 nF/cm2
  N(W) 3.115e+16, from slope 3.115e+16 cm^-3
  with electrons: C 46.110 nF/cm2 (-3.09 % from eps/W)
  centroid 224.7, spread 37.7, Debye length 23.2 nm
Reverse bias 2 V: drop 2.4648 V, W 371.71 nm
  eps/W 27.870, dQ/dpsi 27.870, Q/psi 63.020 nF/cm2
  N(W) 1.004e+16, from slope 1.004e+16 cm^-3
  with electrons: C 28.116 nF/cm2 (+0.88 % from eps/W)
  centroid 368.5, spread 56.9, Debye length 40.8 nm
Reverse bias 5 V: drop 5.4648 V, W 725.31 nm
  eps/W 14.283, dQ/dpsi 14.283, Q/psi 38.793 nF/cm2
  N(W) 1.000e+16, from slope 1.000e+16 cm^-3
  with electrons: C 14.328 nF/cm2 (+0.32 % from eps/W)
  centroid 723.0, spread 57.8, Debye length 40.9 nm
Same drop as at 1 V, kT/q divided by 16:
  C -0.210 % from eps/W, spread 8.4 nm
Neglected effects (at 5 V unless stated):
  peak field 0.205 MV/cm, ionization integral 0.0154
  image-force lowering 50.2 meV
  tunnelling gain, mass 0.19: 1.50, 0.92: 1.09
  leakage 5.74e-04 A/cm2, its carriers/background 3.6e-08
  conductance/(omega C) at 0 V, 1 MHz: 0.0043
  peak doping/Nc 1.79e-03, neutral donors there about 2.0 %
  dielectric relaxation time 0.54 ps
```
